\section*{Dipole absorption of interacting electrons in a harmonic trap: Kohn's theorem, part 1}

(Sections cited here and not found follow in the second part.)

\section{The absorption line of the ground state}

\subsection{What has to be calculated}

Suppose that the absorption spectrum of a few electrons in a smooth trap is wanted. One must decide whether to pay for a correlated many-electron calculation, with its large basis and its many excited states, or whether something cheaper will do. If the trap is harmonic, the kinetic energy is quadratic in the momentum with one mass for all electrons, and the light field is uniform across the electrons, the decision is simple: the dipole spectrum needs no many-electron calculation. From the ground state there is one line. It lies at the trap frequency, and its oscillator strength equals the number of electrons, whatever the repulsion between them. The correlated calculation is still needed for the ground-state energy, for the size of the cloud and for the excitations that light does not reach. If such a calculation does produce a dipole line away from the trap frequency, the difference is an error of the method or of the basis. This result is Kohn's theorem for a harmonic trap.

\subsection{Hamiltonian, light field and oscillator strength}

Rydberg atomic units are used: $\hbar=1$, electron mass $m=1/2$, and $e^2=2$. Energies are in rydbergs (Ry) and lengths in bohr. The kinetic energy $p^2/2m$ is then $p^2$, the trap energy $\tfrac12 m\omega^2r^2$ is $\tfrac14\omega^2r^2$, and the Coulomb repulsion $e^2/r$ is $2/r$. Since $\hbar=1$, the symbol $\omega$ also stands for the trap quantum $\hbar\omega$.

For $N$ electrons in an isotropic trap,
\begin{equation}
H=\sum_{i=1}^{N}\left(\mathbf p_i^2+\frac{\omega^2}{4}\mathbf r_i^2\right)+W .
\label{eq:H}
\end{equation}
The interaction $W$ may be any real function of the differences $\mathbf r_i-\mathbf r_j$ that is symmetric under exchange of electrons and leaves $H$ with a lowest eigenstate. The Coulomb repulsion $W=\sum_{i<j}2/|\mathbf r_i-\mathbf r_j|$ is the main case. There is no magnetic field and no spin--orbit coupling.

Let the light be polarized along $x$, with a wavelength much longer than the cloud. Its electric field is then the same at every electron, and each electron feels the same force $F(t)$. A uniform force has the potential energy $-F(t)x_i$, so the coupling is
\begin{equation}
H(t)=H-F(t)D,\qquad D=\sum_{i=1}^{N}x_i .
\label{eq:coupling}
\end{equation}
The operator $D$ is symmetric in the electrons and does not act on spin. Acting on an antisymmetric state of given total spin, it therefore gives another antisymmetric state of the same total spin.

For weak light, first-order perturbation theory gives a transition from $|k\rangle$ to $|n\rangle$ a probability proportional to $|\langle n|D|k\rangle|^2$. The dimensionless oscillator strength for this one polarization is $2m(E_n-E_k)|\langle n|D|k\rangle|^2/\hbar^2$. With $2m=1$ and $\hbar=1$ it becomes
\begin{equation}
f_{nk}=(E_n-E_k)\,|\langle n|D|k\rangle|^2 .
\label{eq:f}
\end{equation}
It is positive for absorption and negative for emission. No average over directions is taken. The lines are treated as sharp, which leaves out the broadening caused by spontaneous emission.

\subsection{Separation of the centre of mass}

For any numbers $a_1,\dots,a_N$,
\begin{align}
\sum_{i<j}(a_i-a_j)^2&=(N-1)\sum_i a_i^2-2\sum_{i<j}a_ia_j,\\
\Big(\sum_i a_i\Big)^2&=\sum_i a_i^2+2\sum_{i<j}a_ia_j .
\end{align}
In the first line each $a_i^2$ occurs once for each of the $N-1$ partners of $i$. Adding the two lines removes the cross terms, and division by $N$ gives
\begin{equation}
\sum_i a_i^2=\frac1N\Big(\sum_i a_i\Big)^2+\frac1N\sum_{i<j}(a_i-a_j)^2 .
\label{eq:squares}
\end{equation}
The identity holds for each Cartesian component of the positions. It also holds for the momenta, because momentum operators commute with one another. Define
\begin{equation}
\mathbf R=\frac1N\sum_i\mathbf r_i,\qquad \mathbf P=\sum_i\mathbf p_i .
\end{equation}
Since $(\sum_i\mathbf r_i)^2/N=N\mathbf R^2$, equation \eqref{eq:H} becomes $H=H_{\rm cm}+H_{\rm rel}$ with
\begin{align}
H_{\rm cm}&=\frac{\mathbf P^2}{N}+\frac{N\omega^2}{4}\mathbf R^2,
\label{eq:Hcm}\\
H_{\rm rel}&=\frac1N\sum_{i<j}\left[(\mathbf p_i-\mathbf p_j)^2+\frac{\omega^2}{4}(\mathbf r_i-\mathbf r_j)^2\right]+W .
\label{eq:Hrel}
\end{align}
The first part is an oscillator of mass $M=Nm=N/2$, for which $\mathbf P^2/2M=\mathbf P^2/N$ and $\tfrac12M\omega^2\mathbf R^2=\tfrac14N\omega^2\mathbf R^2$. Its frequency is that of a single electron, because the mass and the spring constant have both grown by the factor $N$.

The two parts commute. A common shift of all electrons leaves each difference $\mathbf r_i-\mathbf r_j$ unchanged, so $\mathbf P$ commutes with it. For the $x$ components of $\mathbf R$ and of a momentum difference,
\begin{equation}
\Big[\frac1N\sum_l x_l,\;p_{x,i}-p_{x,j}\Big]=\frac{i-i}{N}=0 ,
\end{equation}
where the $i$ in the numerator is the imaginary unit. Thus $\mathbf R$ and $\mathbf P$ commute with everything in $H_{\rm rel}$. The eigenstates can be chosen as products
\begin{equation}
\Psi=\Phi(\mathbf R)\,\chi(\text{relative coordinates, spins}).
\label{eq:product}
\end{equation}
Because $\mathbf R$ does not change when two electrons are exchanged, the antisymmetry required by the Pauli principle rests on $\chi$ alone. The repulsion also enters through $\chi$ alone.

The light couples to $D=NR_x$, which belongs to the centre of mass. This already shows which motion is driven. The commutators of $D$ with $H$ give the position and the strength of the line, and they do so without the wave functions.

\subsection{Two commutators}

From here on $P$ without bold type is the $x$ component of $\mathbf P$. The basic commutator is $[x_i,p_{x,j}]=i\delta_{ij}$, so
\begin{equation}
[D,P]=iN .
\label{eq:DP}
\end{equation}
In $[H,D]$ the trap and $W$ drop out, since they are functions of position. For one electron,
\begin{equation}
[p_x^2,x]=p_x[p_x,x]+[p_x,x]p_x=-2ip_x ,
\end{equation}
and the sum over electrons is
\begin{equation}
[H,D]=-2iP .
\label{eq:HD}
\end{equation}
In $[H,P]$ the kinetic energy drops out. For any function $g$ of position, $[g,p_x]=i\,\partial g/\partial x$. The trap therefore contributes $\sum_i i\,\partial(\omega^2x_i^2/4)/\partial x_i=\tfrac i2\omega^2D$. The interaction contributes
\begin{equation}
[W,P]=i\sum_{i}\frac{\partial W}{\partial x_i}=0 ,
\label{eq:WP}
\end{equation}
because the sum of derivatives is the rate of change of $W$ when all electrons are shifted together along $x$, and $W$ does not change under such a shift. In mechanical terms, the internal forces add to zero. Hence
\begin{equation}
[H,P]=\frac{i}{2}\omega^2D .
\label{eq:HP}
\end{equation}

Equations \eqref{eq:HD} and \eqref{eq:HP} form a closed pair: commutation with $H$ turns $D$ into $P$ and $P$ back into $D$. This closure is the core of the theorem. In a trap that is not harmonic along $x$, the total external force along $x$ is not proportional to $D$, and the pair does not close.

\subsection{The ladder operator}

Look for a combination of $D$ and $P$ that changes the energy by a fixed amount. Let
\begin{equation}
A^\dagger=aD-ibP,\qquad A=aD+ibP,
\end{equation}
with $a$ and $b$ real and positive. By \eqref{eq:HD} and \eqref{eq:HP},
\begin{equation}
[H,A^\dagger]=a(-2iP)-ib\left(\frac i2\omega^2D\right)
=\frac{b\omega^2}{2}D-2iaP .
\end{equation}
This equals $\omega A^\dagger=\omega aD-i\omega bP$ if $b\omega^2/2=\omega a$ and $2a=\omega b$. Both conditions say $a=\omega b/2$. The normalization follows from \eqref{eq:DP}:
\begin{equation}
[A,A^\dagger]=-iab[D,P]+iab[P,D]=-2iab\,(iN)=2abN .
\end{equation}
Setting this equal to 1 with $a=\omega b/2$ gives $\omega b^2N=1$, so that
\begin{equation}
A^\dagger=\frac12\sqrt{\frac{\omega}{N}}\,D-\frac{i}{\sqrt{N\omega}}\,P .
\label{eq:Adag}
\end{equation}
The relations needed below are
\begin{equation}
[A,A^\dagger]=1,\qquad [H,A^\dagger]=\omega A^\dagger,\qquad [H,A]=-\omega A,
\label{eq:ladder}
\end{equation}
where the last is the adjoint of the second with its sign reversed. Adding $A$ and $A^\dagger$ cancels $P$ and leaves $2aD=\sqrt{\omega/N}\,D$, so
\begin{equation}
D=\sqrt{\frac{N}{\omega}}\,(A+A^\dagger).
\label{eq:DA}
\end{equation}

If $H|k\rangle=E_k|k\rangle$, then
\begin{equation}
HA^\dagger|k\rangle=\left(A^\dagger H+\omega A^\dagger\right)|k\rangle=(E_k+\omega)A^\dagger|k\rangle ,
\label{eq:raise}
\end{equation}
and in the same way $HA|k\rangle=(E_k-\omega)A|k\rangle$. These are statements about the interacting system. Nothing has been expanded in powers of $W$.

\subsection{One line of strength \texorpdfstring{$N$}{N}}

Let $|0\rangle$ be a normalized state of lowest energy $E_0$, either among all antisymmetric states or among those of a chosen total spin. The operator $A$ is symmetric and free of spin, so $A|0\rangle$ lies in the same set. If it were not zero, it would be an eigenstate with energy $E_0-\omega$, below the lowest. Therefore
\begin{equation}
A|0\rangle=0 .
\label{eq:A0}
\end{equation}
Equation \eqref{eq:DA} then gives
\begin{equation}
D|0\rangle=\sqrt{\frac N\omega}\,|1\rangle,\qquad |1\rangle=A^\dagger|0\rangle .
\label{eq:D0}
\end{equation}
The state $|1\rangle$ is normalized, since $\langle0|AA^\dagger|0\rangle=\langle0|(A^\dagger A+1)|0\rangle=1$. By \eqref{eq:raise} it is an eigenstate with energy $E_0+\omega$.

The dipole operator thus turns the ground state into a single eigenstate. Any eigenstate $|n\rangle$ orthogonal to $|1\rangle$ has $\langle n|D|0\rangle=0$ and is dark, even if it happens to have the same energy as $|1\rangle$. For the bright state,
\begin{equation}
f_{10}=\omega\,|\langle1|D|0\rangle|^2=\omega\,\frac N\omega=N .
\label{eq:fN}
\end{equation}
This proves the theorem for the ground state. In ordinary units the line lies at the photon energy $\hbar\omega$, and the strength is again $N$ because $f$ has no dimension.

The wave function shows what has been excited. On functions of $\mathbf R$ the total momentum acts as $P=-i\,\partial/\partial R_x$. With $D=NR_x$ and $a/b=\omega/2$, equation \eqref{eq:A0} reads
\begin{equation}
\frac{\partial\Phi_0}{\partial R_x}=-\frac{aN}{b}R_x\Phi_0=-\frac{N\omega}{2}R_x\Phi_0 .
\end{equation}
The same holds for $y$ and $z$, so
\begin{equation}
\Phi_0(\mathbf R)\propto e^{-N\omega\mathbf R^2/4} .
\label{eq:Phi0}
\end{equation}
The bright state is proportional to $R_x\Phi_0(\mathbf R)\chi_0$. The factor $\chi_0$, which holds all the correlation between the electrons, is the same before and after absorption.

\subsection{Relation to the sum rule}

The total strength follows from a more general argument. For a normalized eigenstate $|k\rangle$, write out the double commutator and insert a complete set of states:
\begin{align}
\langle k|[D,[H,D]]|k\rangle
&=\langle k|\left(2DHD-D^2H-HD^2\right)|k\rangle\nonumber\\
&=2\sum_n(E_n-E_k)|\langle n|D|k\rangle|^2 .
\end{align}
By \eqref{eq:HD} and \eqref{eq:DP}, the left side is $-2i\,\langle k|[D,P]|k\rangle=-2i(iN)=2N$. Hence
\begin{equation}
\sum_n f_{nk}=N .
\label{eq:TRK}
\end{equation}
Of the two commutators with $H$, only \eqref{eq:HD} has been used, and that relation holds for a trap of any shape as long as its potential depends on position alone. The sum rule therefore fixes the total strength in every such trap but does not say how it is shared among the lines. The harmonic trap adds \eqref{eq:HP}, which for the ground state places the whole strength at $\omega$.

\section{Excited states, strong fields and worked cases}

\subsection{Symbols and results carried over}

The Hamiltonian $H$ of $N$ electrons contains the trap energy $\omega^2\mathbf r_i^2/4$ of each electron and an interaction $W$ that depends on coordinate differences. The sums of the $x$ coordinates and $x$ momenta are $D$ and $P$. The light exerts a force $F(t)$ on each electron and adds $-F(t)D$ to $H$. The strength of a transition is $f_{nk}=(E_n-E_k)|\langle n|D|k\rangle|^2$. The operators $A^\dagger$ and $A$ raise and lower the energy by $\omega$, with $[A,A^\dagger]=1$ and $D=\sqrt{N/\omega}\,(A+A^\dagger)$. From the ground state there is one line, at $\omega$ with $f=N$. Units are $\hbar=1$, $m=1/2$, $e^2=2$.

For the ground state, the dipole spectrum has been shown to be a single line at $\omega$ with strength $N$, whatever the interaction between the electrons. Still to come are excited states, fields of any strength, mean-field calculations, worked cases and the conditions under which the result fails.
